# Tauc's square-root law for the optical edge of amorphous semiconductors

When silicon is implanted with a sufficient dose of ions, its surface layer loses crystalline order and absorbs visible light more strongly than the crystal beneath. To assign the layer a gap, one commonly plots the square root of absorption coefficient times photon energy against photon energy, and extends the straight part to zero. The question is why that plot should be straight, and what the intercept then means.

The answer depends on a model. Electrons fill the valence band and leave the conduction band empty. Near their edges, which are separated by $E_g$, both bands have the density of states of a parabolic band. Disorder has removed wavevector conservation, and the mean squared momentum matrix element is the same for every pair of valence and conduction states. Hartree atomic units and Gaussian electrodynamics are used, so $\hbar=m_0=e=1$, photon energy and angular frequency are both $\omega$, and the speed of light is $c\simeq137$.

The first task is to relate absorption to matrix elements. Let the field in the material be $E_0\cos\omega t$ along the unit vector $\mathbf e$, uniform over the sample volume $V$. Since $\mathbf E=-(1/c)\,\partial\mathbf A/\partial t$, the vector potential is $\mathbf A=-\mathbf e\,(cE_0/\omega)\sin\omega t$. An electron has charge $-1$, so its kinetic energy is $(\mathbf p+\mathbf A/c)^2/2$, and the term linear in the field is

$$H'=\frac{\mathbf A\cdot\mathbf p}{c}=-\frac{E_0}{\omega}\sin\omega t\;\mathbf e\cdot\mathbf p .$$

The term in $A^2$ does not depend on position and cannot connect orthogonal states. The sine contains $e^{-i\omega t}$ with a coefficient of magnitude $1/2$, and this part causes absorption. Its matrix element has magnitude $E_0|p_{cv}|/(2\omega)$, where $p_{cv}=\langle c|\mathbf e\cdot\mathbf p|v\rangle$. The golden rule gives the transition rate

$$\Gamma_{cv}=2\pi\,\frac{E_0^2|p_{cv}|^2}{4\omega^2}\,\delta(E_c-E_v-\omega).$$

Each transition takes energy $\omega$ from the field, and each pair of orbitals counts twice for spin. The absorbed power per volume is therefore $(2\omega/V)\sum_{vc}\Gamma_{cv}$.

The same power follows from the dielectric function $\varepsilon_1+i\varepsilon_2$. With the time factor $e^{-i\omega t}$, the part of the polarisation out of phase with the field is $(\varepsilon_2/4\pi)E_0\sin\omega t$. Its time derivative is a current in phase with the field, and the mean of current times field is $\omega\varepsilon_2E_0^2/(8\pi)$. Equating the two powers gives

$$\frac{\omega\varepsilon_2E_0^2}{8\pi}=\frac{2\omega}{V}\sum_{vc}\frac{\pi E_0^2|p_{cv}|^2}{2\omega^2}\,\delta(E_c-E_v-\omega),$$

$$\varepsilon_2(\omega)=\frac{4\pi^2}{\omega^2V}\;2\sum_{vc}|p_{cv}|^2\,\delta(E_c-E_v-\omega).$$

This treats the electrons as independent and takes the macroscopic field as the field acting on them. The golden-rule part of this prefactor was tested, for one electron and with the power relation taken as given, by following in time one level driven at $\omega=1$ hartree into a dense set of levels, spaced by 0.001 hartree and lying 0.5 to 1.5 hartree above it. The absorbed power was taken as $\omega$ times the decay rate of the driven level, and the resulting $\varepsilon_2$ was 1.0006 times the golden-rule value.

The size of $|p_{cv}|^2$ must now be fixed, including its dependence on the sample volume. Divide the sample into $N=V/v$ cells of volume $v$, within which the atomic arrangement is coherent. Write an extended valence state as $N^{-1/2}\sum_i a_i\phi_{v,i}$ and a conduction state as $N^{-1/2}\sum_i b_i\phi_{c,i}$, with $|a_i|=|b_i|=1$ and normalised cell functions $\phi$. Keep only momentum elements within a cell, and let each have magnitude $P$. Then

$$p_{cv}=\frac{P}{N}\sum_i b_i^*a_i .$$

In a crystal the phases of $a_i$ and $b_i$ advance regularly from cell to cell. The sum equals $N$ when the two wavevectors agree and zero when they differ, so light causes only vertical transitions. If disorder makes the relative phases random and independent, the cross terms vanish on averaging:

$$\langle|p_{cv}|^2\rangle=\frac{P^2}{N^2}\sum_{ij}\langle b_i^*a_i\,b_ja_j^*\rangle=\frac{P^2}{N^2}\,N=\frac{P^2v}{V}.$$

Disorder thus spreads the strength $P^2$, which one vertical transition carries in the crystal, evenly over $N$ final states. For 4000 random pairs of states, $N\langle|p_{cv}|^2\rangle/P^2$ came out as 0.981 for 50 cells and 0.977 for 500 cells, where the sampling error is about 0.016. If the local orientation varies, $P^2$ means the squared element along $\mathbf e$ averaged over orientations. Random phases explain the factor $1/V$. That $P^2$ is also independent of energy remains an assumption.

Let $x$ be the depth of a valence state below its band edge and $y$ the height of a conduction state above its own. The transition energy is $E_g+x+y$. With $g_v$ and $g_c$ the densities of states per volume and per spin, the double sum becomes $V^2\int\!\!\int g_v(x)g_c(y)\,dx\,dy$. One factor $V$ cancels against the prefactor and the other against $P^2v/V$. With the excess energy $\Delta=\omega-E_g$, the delta function sets $y=\Delta-x$, and

$$\omega^2\varepsilon_2=8\pi^2P^2v\int_0^{\Delta}g_v(x)\,g_c(\Delta-x)\,dx .$$

For $\Delta<0$ no pair of states is available and the absorption vanishes.

A parabolic band of mass $m$ has $x=k^2/2m$. Plane-wave states in a large box have density $V/(2\pi)^3$ in wavevector space, so the number per volume below energy $x$ is

$$\frac{1}{8\pi^3}\,\frac{4\pi k^3}{3}=\frac{(2mx)^{3/2}}{6\pi^2}.$$

Its derivative is the density of states,

$$g(x)=\frac{(2m)^{3/2}\sqrt x}{4\pi^2}=\frac{m^{3/2}\sqrt x}{\sqrt2\,\pi^2}.$$

In amorphous material the wavevector does not label the states. The mass is then a parameter that sets the size of a square-root density of states, and it need not be the mass that governs transport. Inserting both densities leaves one integral:

$$\int_0^\Delta g_vg_c\,dx=\frac{(m_vm_c)^{3/2}}{2\pi^4}\int_0^\Delta\sqrt{x(\Delta-x)}\,dx .$$

Put $x=\Delta\sin^2\theta$. Then $dx=2\Delta\sin\theta\cos\theta\,d\theta$ and the root equals $\Delta\sin\theta\cos\theta$, so

$$\int_0^\Delta\sqrt{x(\Delta-x)}\,dx=2\Delta^2\int_0^{\pi/2}\sin^2\theta\cos^2\theta\,d\theta=\frac{\Delta^2}{2}\int_0^{\pi/2}\sin^22\theta\,d\theta=\frac{\pi\Delta^2}{8}.$$

The numerical factors combine as $8\pi^2\cdot(1/2\pi^4)\cdot(\pi/8)=1/(2\pi)$, and

$$\omega^2\varepsilon_2=\frac{P^2v\,(m_vm_c)^{3/2}}{2\pi}\,(\omega-E_g)^2 .$$

To reach the absorption coefficient, write the complex refractive index as $n+i\kappa$. The wave amplitude falls as $e^{-\omega\kappa z/c}$ and the intensity as its square, so $\alpha=2\omega\kappa/c$. The square of the index is the dielectric function, whose imaginary part is $2n\kappa=\varepsilon_2$. Hence $\alpha=\omega\varepsilon_2/(nc)$. Multiplying by $n\omega$ and taking the positive root gives

$$\sqrt{\alpha n\omega}=\sqrt K\,(\omega-E_g),\qquad K=\frac{P^2v\,(m_vm_c)^{3/2}}{2\pi c}.$$

This is Tauc's law. The quantity that is linear contains $n$. Within the model, the usual plot of $\sqrt{\alpha\omega}$ is straight and crosses zero at $E_g$ if $n$ is constant over the fitted range. An index that varies can bend the plot, shift its intercept, or do both.

The square of $\Delta$ comes from the freedom to choose both states. If $g_v\propto x^a$ and $g_c\propto y^b$, the substitution $x=\Delta u$ shows that the convolution grows as $\Delta^{a+b+1}$. Two square-root edges give $\Delta^2$, while two linear edges would give $\Delta^3$ and call for a cube-root plot. The exponent therefore tests the band shapes together with the matrix element.

The crystal with direct transitions is the opposite case. There $|p_{cv}|^2=P^2$ for equal wavevectors and zero otherwise, so a single sum over $\mathbf k$ remains. The transition energy is $E_g+k^2/2\mu$, with $1/\mu=1/m_v+1/m_c$, and the sum is a density of states with mass $\mu$:

$$\omega^2\varepsilon_2=8\pi^2P^2\,\frac{(2\mu)^{3/2}\sqrt\Delta}{4\pi^2}=2P^2(2\mu)^{3/2}\sqrt{\Delta}.$$

Both cases were tested by counting plane-wave states in a cube of side 400 bohr, with the masses used below. The grid of wavevectors was displaced from zero by a different fraction of its spacing along each axis, to reduce the number of states that share one energy. Between excess energies of 0.5 and 1.1 eV, the number of pairs below a given excess energy grew with power 3.000 when the wavevectors were free and 1.499 when they were equal. The density of pairs, its derivative, has a power lower by one, in agreement with the exponents 2 and 1/2. For free wavevectors, the explicit sum for $\omega^2\varepsilon_2$, averaged over intervals of 0.1 eV from 0.3 to 1.1 eV, agreed with the derived law to about 0.01 % of its value.

The other assumption that shapes the plot is the constant momentum element. For a local potential, $[\mathbf r,H]=i\mathbf p$. Taking this between a conduction and a valence state gives $(E_v-E_c)\langle c|\mathbf r|v\rangle=i\langle c|\mathbf p|v\rangle$, so $|p_{cv}|^2=\omega^2|r_{cv}|^2$ for a transition at $\omega$, where $r_{cv}$ is the component along $\mathbf e$. The momentum and dipole elements cannot both be independent of energy. If the dipole element is the constant one, $\varepsilon_2$ itself is proportional to $(\omega-E_g)^2$, and

$$\sqrt{\alpha n\omega}\propto\omega(\omega-E_g),$$

which is a parabola. In that case $\sqrt{\varepsilon_2}$ gives the straight plot.

A line can still be fitted to the parabola, and its intercept can be found in closed form. Take equally spaced photon energies, symmetric about $E_m$, with variance $s^2$, and put $t=\omega-E_m$. Then

$$\omega(\omega-E_g)=E_m(E_m-E_g)+(2E_m-E_g)\,t+t^2 .$$

The mean of $t^3$ vanishes by symmetry, so the quadratic term does not alter the least-squares slope, which is $2E_m-E_g$. It does raise the mean ordinate by $s^2$. The fitted line crosses zero at

$$E_{\rm fit}=E_m-\frac{E_m(E_m-E_g)+s^2}{2E_m-E_g}.$$

As the window shrinks onto the edge, $E_m\to E_g$ and $s\to0$, and the intercept tends to $E_g$. Farther up it lies elsewhere and moves with the window.

For an example in the regime of ion-implanted amorphous silicon, take these rough values: $E_g=1.3$ eV, $m_v=1.5$, $m_c=1.2$, a two-atom cell of $0.040$ nm³, a momentum energy $2P^2/m_0=20$ eV and an index $n=4$. With 27.2114 eV to the hartree and 0.052918 nm to the bohr, $P^2=20/(2\times27.2114)=0.3675$ and $v=0.040/0.052918^3=269.9$ in atomic units. The mass factor is $(1.5\times1.2)^{3/2}=2.415$. Hence

$$K=\frac{0.3675\times269.9\times2.415}{2\pi\times137.04}=0.278,\qquad \frac Kn=0.0696 .$$

The second number has the unit of inverse bohr per hartree. Division by $0.052918\times10^{-7}$ cm and by 27.2114 eV gives $B=K/n=4.83\times10^5$ cm⁻¹ eV⁻¹. The slope of the plot of $\sqrt{\alpha\omega}$ is $\sqrt B=695$ (cm eV)$^{-1/2}$. At a photon energy of 2.0 eV,

$$\alpha=\frac{4.83\times10^5\times(0.7)^2}{2.0}\ \mathrm{cm^{-1}}=1.18\times10^5\ \mathrm{cm^{-1}},$$

and the intensity falls by a factor $e$ in 85 nm. This depth is 368 nm at 1.6 eV and 41 nm at 2.4 eV. Unless an implanted layer is several times thicker than the depth at the low end of the range, light reflected from its lower boundary can also return to the surface, and that reflection must be accounted for before $\alpha$ is extracted.

The neglected effects can be sized by computing the model's absorption with one change at a time, fitting a line to $\sqrt{\alpha\omega}$ from 1.6 to 2.4 eV, and comparing the intercept with the 1.3 eV put in. The misfit is the largest departure from the line, relative to the highest ordinate.

| Change | Shift (meV) | Misfit (%) |
|---|---:|---:|
| Constant dipole element | +161 | 3.9 |
| Band tails | −53 | 0.4 |
| Index dispersion | −52 | 1.5 |
| Finite band width | −20 | 0.4 |
| Defect absorption | −11 | 0.2 |

The constant dipole element gives the largest of these shifts. Here $E_m=2.0$ eV and $s^2=0.056$ eV², so the intercept is $2.0-(1.4+0.056)/2.7=1.46$ eV. For a window from 1.5 to 1.9 eV it falls to 1.37 eV. An intercept that drifts upward as the window moves up is thus a sign that the plot bends upward, but it does not identify the cause. The tangent to a positive, rising curve $f(\omega)$ crosses zero at $\omega-f/f'$, and the derivative of this crossing point, $ff''/f'^2$, is positive wherever $f''>0$. Band tails and a constant defect absorption also bend the plot upward, and other energy dependences of the matrix element can do the same.

For the tails, each square-root edge was continued into the gap by an exponential of decay energy $w$, with rough values of 0.10 eV for the valence band and 0.05 eV for the conduction band. Matching value and slope requires $1/(2x)=1/w$, so the join lies at $x=w/2$ inside the band. The absorption at 1.3 eV is then about $4.7\times10^3$ cm⁻¹ instead of zero. With tails present, $E_g$ is the separation of two extrapolated edges, and no energy range free of states need exist. The plot stays straight to 0.4 % although its intercept is 53 meV too low, so straightness does not measure the accuracy of the gap.

The index was given the one-oscillator form $n^2=1+A/[1-(\omega/\omega_0)^2]$, with $\omega_0=3.6$ eV and $A$ chosen to keep $n=4$ at 2.0 eV. It rises from 3.73 to 4.43 across the window, which lowers the upper end of the plot and tilts the line. This form has no loss, although the layer absorbs strongly in the window, and the shift is sensitive to it: it is −78 meV for $\omega_0=3.2$ eV and −27 meV for $\omega_0=4.5$ eV. The index obtained by the Kramers–Kronig relation from the model's own $\varepsilon_2$, with the finite bands described below, is nearly flat (4.04, 4.16 and 4.15 at 1.6, 2.0 and 2.4 eV) and shifts the intercept by only about −5 meV. The table entry shows what a steeply rising index does and is not a prediction for a real layer. Plotting $\sqrt{\alpha n\omega}$ with the measured index removes this shift. The finite width was represented by $g\propto\sqrt{x(1-x/W)}$ with $W=6$ eV for both bands, and the defects by a constant extra absorption of 2000 cm⁻¹. These finite bands hold about 1.4 and 1.0 states per cell and spin, and their integrated absorption corresponds to about nine electrons per cell, close to the eight valence electrons of two silicon atoms. The masses and $P^2$ are therefore effective values that stand for all the valence bands, not for the single function per cell of the derivation. All these parameters are rough, and the shifts need not add.

Three further effects lie outside the table. A gap that falls by roughly 0.4 meV/K moves by 20 meV over 50 K, so the measuring temperature belongs with the quoted gap. For sharp band edges, thermal filling of the bands is negligible, since $e^{-E_g/2k_BT}$ is about $10^{-11}$ at 300 K. The attraction between electron and hole is less easily dismissed. The static dielectric constant of the index model is 11.4 and the reduced mass is 0.667, which gives a hydrogenic energy of $13.6\times0.667/11.4^2\simeq0.07$ eV. The estimate takes the density-of-states masses as masses of motion, which disorder does not guarantee. The corresponding orbit radius, $11.4/0.667\simeq17$ bohr or 0.9 nm, also exceeds the 0.34 nm width of a coherent cell, so the hydrogenic picture is itself doubtful here. The energy is a rough scale and not a computed shift of the intercept. It shows only that the attraction cannot be dismissed as small.

Set beside real implanted silicon, an absorption coefficient of order $10^5$ cm⁻¹ near 2 eV and a gap somewhat above 1 eV are of the right rough size. An index of 4 is on the low side for visible light. At fixed $\varepsilon_2$, an index ten per cent higher lowers $\alpha$ by about nine per cent. Real layers break the assumption of sharp edges, and their tails and defects depend on the implantation and on later annealing. In the model, removing the tails at fixed $E_g$ raises the fitted gap by 53 meV. A rise of that size after annealing therefore does not by itself show that the band edges have moved apart. The absorption below the gap, measured on the same layer, helps to separate the two explanations. The remaining values are in the numerical output.

## Computed values

```
Hartree energy: 27.2114 eV
Bohr radius: 0.052918 nm
speed of light: 137.036 a.u.
input gap: 1.30 eV
input masses valence, conduction: 1.5, 1.2 m0
input cell volume: 0.040 nm^3
input momentum energy 2P^2/m0: 20.0 eV
input refractive index: 4.0
P^2: 0.3675 a.u.;  cell volume: 269.93 a.u.
mass factor (m_v m_c)^1.5: 2.4150
K: 0.27823 a.u.;  K/n: 0.06956 a.u.
B = K/n: 4.8305e+05 1/(cm eV)
Tauc slope sqrt(B): 695.0 (cm eV)^-1/2
E (eV) | sqrt(alpha E) (eV/cm)^1/2 | alpha (1/cm) | 1/alpha (nm)
  1.6 | 208.5 | 2.717e+04 | 368.0
  1.8 | 347.5 | 6.709e+04 | 149.1
  2.0 | 486.5 | 1.183e+05 | 84.5
  2.2 | 625.5 | 1.778e+05 | 56.2
  2.4 | 764.5 | 2.435e+05 | 41.1
driven-level eps2 / golden-rule eps2: 1.0006
random phases, N=50: N<|p|^2>/P^2 = 0.981
random phases, N=500: N<|p|^2>/P^2 = 0.977
box sum, largest error of omega^2 eps2: 0.01 %
box sum, fitted gap: 1.2986 eV
power of excess energy, free wavevectors: 2.000
power of excess energy, vertical: 0.499
fit window: 1.6 to 2.4 eV, 41 points, variance 0.0560 eV^2
rough tails valence, conduction: 0.10, 0.05 eV
rough band width: 6.0 eV
rough oscillator energy: 3.6 eV
index at 1.6 and 2.4 eV: 3.73, 4.43
rough defect absorption: 2000 1/cm
effect | fitted gap (eV) | shift (meV) | misfit (% of top ordinate)
  constant dipole element | 1.461 | +161 | 3.94
  band tails | 1.247 | -53 | 0.40
  finite band width | 1.280 | -20 | 0.45
  index dispersion | 1.248 | -52 | 1.53
  defect absorption | 1.289 | -11 | 0.15
largest shift from: constant dipole element
constant dipole, window 1.5 to 1.9 eV, fitted gap: 1.370 eV
absorption at the gap energy with tails: 4.65e+03 1/cm
gap drift over 50 K at rough 0.4 meV/K: 20 meV
thermal factor exp(-E_g/2kT) at 300 K: 1.2e-11
static dielectric constant of index model: 11.37
reduced mass: 0.6667 m0
Coulomb (hydrogenic) energy scale: 70 meV
```
